# Second-Order Dipole Response of Isotropic Fluids: What Rotational Averaging Leaves: a program that tests the result

```python
"""
Result under test: in an isotropic fluid the mean hyperpolarizability is
  <beta_IJK> = eps_IJK * B / 6,   B = eps_ijk beta_ijk(-w3; w1, w2), w3 = w1 + w2,
so P(w3) = (N B / 12) E1 x E2 survives for chiral molecules, whereas the
coherent second harmonic vanishes and its incoherent scattering does not.
Model molecule: one electron (charge -1, mass 1, hbar = 1) in the potential
  sum_i wells_i^2 x_i^2 / 2 + A x y z, treated to first order in A.
beta is in the Taylor convention; fields are E_n cos(w_n t).
N: number density. All model quantities are in atomic units.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(12)
eps = np.zeros((3, 3, 3))
for perm in itertools.permutations(range(3)):
    eps[perm] = np.linalg.det(np.eye(3)[list(perm)])


def pseudoscalar(beta):
    return np.einsum('ijk,ijk->', eps, beta)


def beta_model(wells, A, w1, w2):
    """First-order hyperpolarizability from the equations of motion."""
    def inv(w):
        return 1 / (np.asarray(wells)**2 - w**2)
    return A * np.abs(eps) * np.einsum('i,j,k->ijk', inv(w1 + w2), inv(w1), inv(w2))


def B_product(wells, A, w1, w2):
    """Factorized pseudoscalar of the model."""
    a, b, c = np.asarray(wells)**2
    r, s, t = (w1 + w2)**2, w1**2, w2**2
    top = (b - a) * (c - a) * (c - b) * (r - s) * (r - t) * (s - t)
    return A * top / np.prod([u - v for u in (a, b, c) for v in (r, s, t)])


def sos_beta(energy, mu, w1, w2):
    """Sum over states; energy is measured from the ground state."""
    exc = energy[1:]
    n = len(exc)
    fluct = [m[1:, 1:] - m[0, 0] * np.eye(n) for m in mu]
    beta = np.zeros((3, 3, 3))
    for i, j, k in itertools.product(range(3), repeat=3):
        pairs = [(i, -(w1 + w2)), (j, w1), (k, w2)]
        for (a, wa), (b, _), (c, wc) in itertools.permutations(pairs):
            left = mu[a][0, 1:] / (exc + wa)
            right = mu[c][1:, 0] / (exc - wc)
            beta[i, j, k] += left @ fluct[b] @ right
    return beta


def quantum_model(wells, A, n=6):
    """Diagonalize the model in a product oscillator basis."""
    one = np.eye(n)
    x, h = [], np.zeros((n**3, n**3))
    for axis, well in enumerate(wells):
        up = np.diag(np.sqrt(np.arange(1, n) / (2 * well)), 1)
        xs, ns = [one] * 3, [one] * 3
        xs[axis] = up + up.T
        ns[axis] = np.diag(np.arange(n) * well)
        x.append(np.kron(np.kron(xs[0], xs[1]), xs[2]))
        h += np.kron(np.kron(ns[0], ns[1]), ns[2])
    h += A * x[0] @ x[1] @ x[2]
    energy, vec = np.linalg.eigh(h)
    return energy - energy[0], [-(vec.T @ m @ vec) for m in x]


# Orientation quadrature, exact for the tensor ranks used here
nodes, gl_weights = np.polynomial.legendre.leggauss(5)
angles, weights = [], []
for first in range(8):
    for last in range(8):
        for node, weight in zip(nodes, gl_weights):
            angles.append([first * np.pi / 4, np.arccos(node), last * np.pi / 4])
            weights.append(weight / 128)
weights = np.array(weights)
R = Rotation.from_euler('ZYZ', np.array(angles)).as_matrix()


def lab_tensors(beta):
    return np.einsum('rai,rbj,rck,ijk->rabc', R, R, R, beta, optimize=True)


def average(beta):
    return np.einsum('r,rabc->abc', weights, lab_tensors(beta))


# Parameters of the worked example
wells = (0.30, 0.40, 0.50)
A = 0.001
w1, w2 = 0.20, 0.05
w3 = w1 + w2
wh = w3 / 2
density = 5e27
field = 1e8
theta = np.deg2rad(30)

# Isotropic average of an arbitrary tensor, and cancellation in a racemate
general = rng.normal(size=(3, 3, 3))
assert np.allclose(average(general), eps * pseudoscalar(general) / 6, atol=1e-12)
mirror = np.diag([-1.0, 1.0, 1.0])
image = np.einsum('ai,bj,ck,ijk->abc', mirror, mirror, mirror, general)
assert np.max(np.abs(average(general + image))) < 1e-12
assert np.max(np.abs(average(general))) > 1e-3

# Quantum sum over states against the first-order formula
beta_sfg = beta_model(wells, A, w1, w2)
beta_shg = beta_model(wells, A, wh, wh)
B = B_product(wells, A, w1, w2)
energy, mu = quantum_model(wells, A)
sos_sfg = sos_beta(energy, mu, w1, w2)
sos_shg = sos_beta(energy, mu, wh, wh)
assert np.max(np.abs(sos_sfg - beta_sfg)) < 2e-3 * np.max(np.abs(beta_sfg))
assert np.max(np.abs(sos_shg - beta_shg)) < 2e-3 * np.max(np.abs(beta_shg))
B_sos = pseudoscalar(sos_sfg)
deviation = B_sos / B - 1
energy_half, mu_half = quantum_model(wells, A / 2)
B_half = pseudoscalar(sos_beta(energy_half, mu_half, w1, w2))
deviation_half = B_half / B_product(wells, A / 2, w1, w2) - 1
assert abs(deviation) < 1e-2
# The remaining error must be quadratic in A
assert abs(deviation / deviation_half - 4) < 0.2
assert np.max(np.abs(average(sos_shg))) < 1e-9 * np.max(np.abs(sos_shg))

# Two equal wells give a mirror plane and remove the averaged response
energy_ach, mu_ach = quantum_model((0.30, 0.30, 0.50), A)
sos_ach = sos_beta(energy_ach, mu_ach, w1, w2)
assert np.max(np.abs(sos_ach)) > 0.1
assert abs(pseudoscalar(sos_ach)) < 1e-8 * np.max(np.abs(sos_ach))

# Generic lossless molecule with real states: zeros are not model-specific
levels = np.array([0, 0.32, 0.41, 0.55, 0.68, 0.83])
dipoles = [m + m.T for m in rng.normal(size=(3, 6, 6))]
generic = sos_beta(levels, dipoles, w1, w2)
scale = np.max(np.abs(generic))
assert abs(pseudoscalar(generic)) > 1e-5 * scale
assert abs(pseudoscalar(sos_beta(levels, dipoles, wh, wh))) < 1e-10 * scale
assert abs(pseudoscalar(sos_beta(levels, dipoles, w3, 0.0))) < 1e-10 * scale

# Periodic nonlinear motion of oriented molecules, without using beta
base, samples, E0 = 0.07, 32, 1e-3
f1, f2 = 3 * base, base
time = 2 * np.pi * np.arange(samples) / (samples * base)
lab_field = E0 * np.array([np.cos(f1 * time), np.cos(f2 * time), 0 * time])
mol_field = np.einsum('rai,at->rit', R, lab_field)
harmonics = base * np.arange(samples // 2 + 1)
stiffness = np.array(wells)[:, None]**2 - harmonics**2
x = np.zeros_like(mol_field)
for _ in range(8):
    coupling = A * np.stack([x[:, 1] * x[:, 2], x[:, 0] * x[:, 2],
                             x[:, 0] * x[:, 1]], axis=1)
    x = np.fft.irfft(np.fft.rfft(-mol_field - coupling) / stiffness, n=samples)
dipole = 2 * np.fft.rfft(-np.einsum('rai,rit->rat', R, x)) / samples
mean_dipole = np.einsum('r,rah->ah', weights, dipole)
expected = B_product(wells, A, f1, f2) * E0**2 / 12 * np.array([0, 0, 1])
assert np.max(np.abs(mean_dipole[:, 4] - expected)) < 1e-3 * abs(expected[2])
single_shg = np.max(np.abs(dipole[:, :, 6]))
assert np.max(np.abs(mean_dipole[:, 6])) < 1e-5 * single_shg

# Beam geometry from the numerically averaged tensor
mean_sfg = average(beta_sfg)
half = theta / 2
e1 = np.array([np.cos(half), 0, -np.sin(half)])
e2 = np.array([np.cos(half), 0, np.sin(half)])
source = np.einsum('abc,b,c->a', mean_sfg, e1, e2)
assert np.isclose(np.linalg.norm(source), abs(B) / 6 * np.sin(theta), rtol=1e-8)
assert np.linalg.norm(source[[0, 2]]) < 1e-8 * abs(source[1])
collinear = np.einsum('abc,b,c->a', mean_sfg, [1, 0, 0], [0.6, 0.8, 0])
assert np.linalg.norm(collinear[:2]) < 1e-8 * abs(collinear[2])

# Incoherent second harmonic: closed forms against quadrature
b = np.array([beta_shg[0, 1, 2], beta_shg[1, 2, 0], beta_shg[2, 0, 1]])
zzz = 4 * b.sum()**2 / 105
xzz = (4 * (b**2).sum() / 15 - zzz) / 2
shg_squares = np.einsum('r,rabc->abc', weights, lab_tensors(beta_shg)**2)
assert np.isclose(shg_squares[2, 2, 2], zzz, rtol=1e-10)
assert np.isclose(shg_squares[0, 2, 2], xzz, rtol=1e-10)

# Random ensembles of molecules radiating in phase
molecules, trials = 40, 8000
quats = rng.normal(size=(molecules * trials, 4))
Q = Rotation.from_quat(quats).as_matrix()


def ensemble_power(beta, out, in1, in2):
    inner = np.einsum('ijk,nj,nk->ni', beta, Q[:, in1], Q[:, in2])
    amp = np.sum(Q[:, out] * inner, axis=1).reshape(trials, molecules).sum(axis=1)
    return np.mean(amp**2), np.std(amp**2) / np.sqrt(trials)


power_shg, error_shg = ensemble_power(beta_shg, 2, 2, 2)
assert abs(power_shg - molecules * zzz) < 5 * error_shg
strong = beta_model(wells, A, 0.35, 0.10)
strong_sq = weights @ lab_tensors(strong)[:, 2, 0, 1]**2
strong_mean = B_product(wells, A, 0.35, 0.10) / 6
predicted = molecules * strong_sq + molecules * (molecules - 1) * strong_mean**2
power_sfg, error_sfg = ensemble_power(strong, 2, 0, 1)
assert abs(power_sfg - predicted) < 5 * error_sfg
assert power_sfg > 10 * molecules * strong_sq

# Worked numbers
sfg_square = weights @ lab_tensors(beta_sfg)[:, 2, 0, 1]**2
crossover = 1 + sfg_square / (B / 6)**2
side_nm = (crossover / density)**(1 / 3) * 1e9
au_beta = const.physical_constants['atomic unit of 1st hyperpolarizability'][0]
hartree_eV = const.physical_constants['Hartree energy in eV'][0]
chi = density * B * au_beta / (12 * const.epsilon_0)
polarization = const.epsilon_0 * chi * field**2 * np.sin(theta)

print("Well quanta x, y, z (hartree):", *[f"{w:.2f}" for w in wells])
print(f"Chiral coupling A (hartree/bohr^3): {A:.4f}")
print(f"Input quantum 1 (hartree): {w1:.3f}")
print(f"Input quantum 2 (hartree): {w2:.3f}")
print(f"Sum-frequency quantum (hartree): {w3:.3f}")
print(f"Sum-frequency quantum (eV): {w3 * hartree_eV:.3f}")
print("Sum-frequency beta components (a.u.):")
for perm in itertools.permutations(range(3)):
    name = ''.join('xyz'[i] for i in perm)
    print(f"  beta_{name}: {beta_sfg[perm]:.5f}")
print(f"Pseudoscalar B, first order (a.u.): {B:.6f}")
print(f"Pseudoscalar B, diagonalization (a.u.): {B_sos:.6f}")
print(f"Relative deviation at A: {deviation:.3e}")
print(f"Relative deviation at A/2: {deviation_half:.3e}")
print(f"Mean beta_XYZ = B/6 (a.u.): {B / 6:.6f}")
print(f"Number density (m^-3): {density:.2e}")
print(f"chi_XYZ (m/V): {chi:.4e}")
print(f"chi_XYZ (pm/V): {chi * 1e12:.4e}")
print(f"Each field amplitude (V/m): {field:.2e}")
print(f"Beam crossing angle (degrees): {np.rad2deg(theta):.1f}")
print(f"Polarization amplitude at w3 (C/m^2): {polarization:.4e}")
print("B at fixed w3, for several w2 (hartree; a.u.):")
for second in (0.0, 0.01, 0.05, 0.10, 0.125):
    value = B_product(wells, A, w3 - second, second) + 0.0
    print(f"  w2 = {second:.3f}: B = {value:.6f}")
print(f"Second-harmonic input quantum (hartree): {wh:.3f}")
print("Second-harmonic b_x, b_y, b_z (a.u.):", *[f"{v:.5f}" for v in b])
print(f"Hyper-Rayleigh <beta_ZZZ^2> (a.u.^2): {zzz:.6f}")
print(f"Hyper-Rayleigh <beta_XZZ^2> (a.u.^2): {xzz:.6f}")
print(f"Depolarization ratio XZZ/ZZZ: {xzz / zzz:.4f}")
print(f"Sum-frequency <beta_ZXY^2> (a.u.^2): {sfg_square:.6f}")
print(f"Molecules for coherent = incoherent: {crossover:.4e}")
print(f"Side of cube holding them (nm): {side_nm:.3f}")
print(f"Ensemble test, molecules per sample: {molecules}")
print(f"SHG ensemble power / incoherent power: {power_shg / (molecules * zzz):.3f}")
print(f"Near-resonant SFG power / incoherent: {power_sfg / (molecules * strong_sq):.3f}")
print("all assertions hold")
```

Running it gives:

```
Well quanta x, y, z (hartree): 0.30 0.40 0.50
Chiral coupling A (hartree/bohr^3): 0.0010
Input quantum 1 (hartree): 0.200
Input quantum 2 (hartree): 0.050
Sum-frequency quantum (hartree): 0.250
Sum-frequency quantum (eV): 6.803
Sum-frequency beta components (a.u.):
  beta_xyz: 1.22436
  beta_xzy: 1.09943
  beta_yxz: 0.82880
  beta_yzx: 0.55817
  beta_zxy: 0.67725
  beta_zyx: 0.50794
Pseudoscalar B, first order (a.u.): 0.023619
Pseudoscalar B, diagonalization (a.u.): 0.023627
Relative deviation at A: 3.532e-04
Relative deviation at A/2: 8.829e-05
Mean beta_XYZ = B/6 (a.u.): 0.003936
Number density (m^-3): 5.00e+27
chi_XYZ (m/V): 3.5637e-17
chi_XYZ (pm/V): 3.5637e-05
Each field amplitude (V/m): 1.00e+08
Beam crossing angle (degrees): 30.0
Polarization amplitude at w3 (C/m^2): 1.5777e-12
B at fixed w3, for several w2 (hartree; a.u.):
  w2 = 0.000: B = 0.000000
  w2 = 0.010: B = 0.015373
  w2 = 0.050: B = 0.023619
  w2 = 0.100: B = 0.008655
  w2 = 0.125: B = 0.000000
Second-harmonic input quantum (hartree): 0.125
Second-harmonic b_x, b_y, b_z (a.u.): 1.07464 0.58838 0.49668
Hyper-Rayleigh <beta_ZZZ^2> (a.u.^2): 0.177689
Hyper-Rayleigh <beta_XZZ^2> (a.u.^2): 0.144188
Depolarization ratio XZZ/ZZZ: 0.8115
Sum-frequency <beta_ZXY^2> (a.u.^2): 0.123656
Molecules for coherent = incoherent: 7.9812e+03
Side of cube holding them (nm): 11.687
Ensemble test, molecules per sample: 40
SHG ensemble power / incoherent power: 0.991
Near-resonant SFG power / incoherent: 31.594
all assertions hold
```
